# Fuchs's stability ratio and the barrier that controls slow coagulation

An alumina polishing slurry standing in its supply tank consists of charged particles that meet by Brownian motion many times a second, yet it may last for days before it coarsens. Most encounters end without contact because the electrical double layers repel. The question is how the few successful encounters depend on the pair energy $V(r)$ at centre distance $r$, and which features of that curve matter.

Let two spheres have radii $a_1,a_2$, contact distance $R=a_1+a_2$, and reduced energy $U=V/k_BT$, with $U(\infty)=0$. The motion is overdamped, the suspension is dilute and unsheared, and contact is irreversible. If the particles first diffuse independently, their joint density $P$ obeys the Smoluchowski equation

$$\frac{\partial P}{\partial t}=\sum_{i=1,2}D_i\nabla_i\cdot(\nabla_iP+P\nabla_iU).$$

In a uniform suspension $P$ depends on position through $\mathbf r=\mathbf x_2-\mathbf x_1$, so $\nabla_2=\nabla$ and $\nabla_1=-\nabla$. Each term contains two gradients, the minus signs cancel, and the pair density $c(\mathbf r)$ obeys

$$\frac{\partial c}{\partial t}=(D_1+D_2)\nabla\cdot(\nabla c+c\nabla U).$$

The liquid between the spheres must be squeezed out as they approach, which slows the relative motion along the line of centres. This replaces $D_\infty=D_1+D_2$ by $D_\infty/\beta(r)$, with $\beta(\infty)=1$.

In a quasi-steady state the number $J$ of particles crossing inward per unit time is the same through every sphere around a chosen particle:

$$J=4\pi r^2\frac{D_\infty}{\beta}\left(\frac{dc}{dr}+c\frac{dU}{dr}\right).$$

Multiplying the bracket by $e^U$ turns it into a total derivative, so

$$\frac{d}{dr}\left(ce^U\right)=\frac{J}{4\pi D_\infty}\frac{\beta e^U}{r^2}.$$

Far away $ce^U$ equals the bulk density $n$. At contact it tends to zero, because pairs disappear there. Integration from $R$ to infinity gives

$$n=\frac{J}{4\pi D_\infty}\int_R^\infty\frac{\beta e^U}{r^2}\,dr .$$

The rate constant is $k=J/n$. For $U=0$ and $\beta=1$ the integral is $1/R$, which gives the Smoluchowski value $k_S=4\pi D_\infty R$. Hence

$$W\equiv\frac{k_S}{k}=R\int_R^\infty\frac{\beta(r)e^{U(r)}}{r^2}\,dr .$$

This is Fuchs's stability ratio with hydrodynamic drag included. For two equal spheres of radius $a$, $\beta\simeq a/2h$ at small gap $h=r-R$. Drag alone would make the integral diverge logarithmically, so that contact would never occur. The van der Waals energy, which falls as $-1/h$, makes $e^U$ vanish fast enough to remove the divergence. If an experiment divides the rate in strong salt by the slow rate, the ratio is $W/W_{\rm fast}$, where $W_{\rm fast}$ keeps attraction and drag but omits repulsion.

When the barrier is high, the region outside it equilibrates much faster than pairs are lost. There $c\simeq ne^{-U}$, so a closed cell holds $N=nQ$ pairs, where $Q=\int e^{-U}d^3r$ over the region outside the barrier, and

$$\frac{dN}{dt}=-kn=-\frac{k}{Q}N .$$

A secondary well outside the barrier enlarges $Q$, since it stores pairs, but it does not raise the barrier that enters $k$. The height that enters $k$ is therefore measured from the dispersed state, not from the floor of that well. The loss rate $k/Q$ still feels the well: once the well holds most of the pairs, $Q$ grows roughly as the exponential of its depth. A numerical case shows this. With $x=R/r$, take $\beta=1+x^2$ and

$$U=8e^{-[(x-0.8)/0.08]^2}-2e^{-[(x-0.5)/0.08]^2}$$

in a closed cell of outer radius $6R$. The lowest eigenvalue of the discretized diffusion operator, multiplied by $Q$, gives $k$ and hence $W=259.7$ (here $Q$ is taken over the whole cell, since the part inside the barrier is less than half a per cent of it), against 260.4 from Fuchs's integral. Measuring the barrier from the well would have added 2 to the exponent, a factor of 7.4.

To see which part of the curve matters, change $U$ by a small $\delta U(r)$. Since $\delta e^U=e^U\delta U$,

$$\delta\ln W=\int_R^\infty p(r)\,\delta U(r)\,dr,\qquad
p=\frac{\beta e^U/r^2}{\int_R^\infty(\beta e^U/r'^2)\,dr'} .$$

The weight $p$ is large where $U$ is high. Suppose one smooth maximum at $r_m$ dominates, with height $U_m$ and curvature $\lambda=-U''(r_m)>0$. Put $y=r-r_m$ and $f=\beta/r^2$, and write $f_m$ for $f(r_m)$. To leading order $f$ is constant across the peak and $U=U_m-\lambda y^2/2$. The limits may be extended to infinity because the Gaussian is narrow, so

$$W\simeq Rf_me^{U_m}\int_{-\infty}^{\infty}e^{-\lambda y^2/2}dy
=\frac{R\beta_m}{r_m^2}\sqrt{\frac{2\pi}{\lambda}}\;e^{U_m}.$$

The error follows from the next terms. With all derivatives taken at $r_m$, the integrand divided by $f_me^{U_m-\lambda y^2/2}$ is

$$\left(1+\frac{f'}{f}y+\frac{f''}{2f}y^2\right)
\left(1+\frac{U'''y^3}{6}+\frac{U''''y^4}{24}+\frac{U'''^2y^6}{72}\right)+\cdots .$$

Odd powers average to zero over the Gaussian, while $\langle y^2\rangle=1/\lambda$, $\langle y^4\rangle=3/\lambda^2$ and $\langle y^6\rangle=15/\lambda^3$. The first relative correction is thus

$$\frac{f''}{2f\lambda}+\frac{f'U'''}{2f\lambda^2}+\frac{U''''}{8\lambda^2}+\frac{5U'''^2}{24\lambda^3}.$$

If the whole potential is multiplied by $s$, every term here falls as $1/s$. The barrier formula is therefore a high-barrier result. It also requires the peak term to be much larger than the contribution of the ordinary diffusion path, which is of order one in $W$. A narrow barrier has a small prefactor, so the formula can fail even at a height of several $k_BT$.

At fixed position and drag, the formula gives

$$\frac{\partial\ln W}{\partial U_m}=1,\qquad \frac{\partial\ln W}{\partial\ln\lambda}=-\frac12 .$$

Height acts exponentially. Curvature acts through a square root, because it sets the length over which a pair must diffuse near the top. Position and drag also belong to the prefactor, so height and curvature alone do not fix the rate.

With several well-separated maxima the integral is a sum of such terms. Barrier 2, although lower than barrier 1, contributes more if

$$\frac{f_2}{f_1}\sqrt{\frac{\lambda_1}{\lambda_2}}>e^{U_1-U_2}.$$

For example, set $R=1$, $\beta=1$ and place Gaussian barriers $He^{-[(r-r_0)/w]^2}$ with $H=12$, $w=0.01$ at $r_0=1.2$, and $H=11$, $w=0.10$ at $r_0=1.6$. Quadrature gives contributions to $W$ of 599 and 1301 from the two sides of $r=1.4$. The lower barrier contributes about twice as much because it is ten times wider. The "largest" barrier must mean the one with the largest contribution.

For the slurry, take equal spheres with $a=50$ nm, zeta potential $\zeta=40$ mV, Hamaker constant $A=0.25$ eV and 15 mM of 1:1 salt at 298.15 K, where $k_BT=0.02569$ eV. The relative permittivity is 78.4 and the viscosity $\eta$ is 0.89 mPa s.

The repulsion follows from the Poisson–Boltzmann equation $\phi''=\kappa^2\sinh\phi$ for $\phi=e\psi/k_BT$, where $\psi$ is the potential, $\kappa^2=2n_se^2/(\varepsilon k_BT)$ and $n_s$ is the salt number density. At a single wall the first integral is $\phi'=-2\kappa\sinh(\phi/2)$, and a second integration gives $\tanh(\phi/4)=\gamma e^{-\kappa x}$, with $\gamma=\tanh(e\zeta/4k_BT)$. Far from the wall $\phi\simeq4\gamma e^{-\kappa x}$. Adding two such tails gives $\phi_{\rm mid}=8\gamma e^{-\kappa h/2}$ midway between plates, and the excess ion pressure there is

$$\Pi=2n_sk_BT(\cosh\phi_{\rm mid}-1)\simeq64n_sk_BT\gamma^2e^{-\kappa h}.$$

Two equal spheres have local gap $h'=h+\rho^2/a$ at distance $\rho$ from the axis, so a ring has area $2\pi\rho\,d\rho=\pi a\,dh'$. Integrating $\Pi$ once for the plate energy and once over rings gives

$$V_R=\frac{64\pi an_sk_BT\gamma^2}{\kappa^2}e^{-\kappa h}
=32\pi\varepsilon a\left(\frac{k_BT}{e}\right)^2\gamma^2e^{-\kappa h}.$$

This requires $\kappa a\gg1$; here $1/\kappa=2.48$ nm and $\kappa a\simeq20$. The prefactor is $76.9\,k_BT$.

For the attraction, sum $-A/(\pi^2d^6)$ over pairs of volume elements at separation $d$. A point at distance $s$ from one sphere's centre contributes $4\pi a^3/[3(s^2-a^2)^3]$, and the second sphere contains an area $\pi s[a^2-(r-s)^2]/r$ at that distance. Thus

$$V_A=-\frac{4Aa^3}{3r}\int_{r-a}^{r+a}\frac{s[a^2-(r-s)^2]}{(s^2-a^2)^3}ds
=-\frac{2Aa^3}{3r}\int_{r-a}^{r+a}\frac{r-s}{(s^2-a^2)^2}ds,$$

by parts, the boundary terms being zero. With $q=r^2-4a^2$, the two pieces are

$$\int\frac{ds}{(s^2-a^2)^2}=\frac1{aq}+\frac1{4a^3}\ln\frac q{r^2},\qquad
\int\frac{s\,ds}{(s^2-a^2)^2}=\frac{2a}{rq},$$

between the same limits. Combining them and using $4a^2/(r^2q)=1/q-1/r^2$ gives

$$V_A=-\frac A6\left[\frac{2a^2}{q}+\frac{2a^2}{r^2}+\ln\frac q{r^2}\right].$$

Near contact $q\simeq4ah$, and the leading term is $-Aa/12h$.

For drag, with $u=h/a$, I use the fitted form $\beta=(6u^2+13u+2)/(6u^2+4u)$. At eight gaps from 0.01 to 3 radii it differs by at most about 3% from the series solution for creeping flow between two approaching spheres.

The barrier then lies at $h_m=1.50$ nm. Repulsion contributes $+41.96$ and attraction $-21.84$, so $U_m=20.12$, or 0.517 eV. The curvature is $16.35\ {\rm nm^{-2}}$ in units of $k_BT$, giving $\sqrt{2\pi/\lambda}=0.620$ nm, and $\beta_m=19.1$. Hence

$$W\simeq\frac{100\times19.07}{(101.50)^2}\times0.620\times e^{20.12}
\simeq6.3\times10^7 .$$

Trapezoidal quadrature of the full integral on a fine logarithmic gap grid gives $6.36\times10^7$. The barrier formula is about 1% low, and the first correction derived above is $+0.9\%$. With attraction and drag alone $W_{\rm fast}=1.41$, so the experimental ratio would be $4.5\times10^7$.

The same quadrature shows where $W$ is decided. Some 94% of the weight $p$ lies within $2/\sqrt\lambda=0.49$ nm of the top, and raising that interval by $1\,k_BT$ raises $\ln W$ by 0.96. Deepening the secondary well at 13.5 nm by $1\,k_BT$, with a Gaussian dip $e^{-[(h-13.5)/2]^2}$ ($h$ in nm) that does not reach the barrier, changes $\ln W$ by less than $10^{-9}$. Lowering the energy by $5\,k_BT$ at all gaps below $h_m/2$ changes it by about $10^{-6}$. Compressing the energy curve twofold about $h_m$, which quadruples the curvature at fixed height, multiplies $W$ by 0.503, close to the predicted one half.

For equal spheres $D_\infty=2k_BT/(6\pi\eta a)$ and $R=2a$, so $k_S=8k_BT/3\eta=1.23\times10^{-11}\ {\rm cm^3/s}$. In a suspension of total number density $N$, each of the $N$ particles meets others at rate $kN$. This counts every event twice, and every event removes one particle. If all aggregates shared the same $k$,

$$\frac{dN}{dt}=-\frac{k}{2}N^2,\qquad N=\frac{n_0}{1+kn_0t/2},\qquad
t_{1/2}=\frac{2W}{k_Sn_0}.$$

A solids volume fraction of 0.005 gives $n_0=9.55\times10^{12}\ {\rm cm^{-3}}$ and $t_{1/2}=12.5$ days. Larger aggregates differ in exposed area, shape and mobility, so their rate constants need not be the same, and this is a time scale for the onset rather than a full history. The pair relaxation time $R^2/D_\infty$ is about 1 ms, which supports the quasi-steady assumption.

Changing the salt at fixed zeta potential gives:

| Salt (mM) | $U_m$ | $\lambda$ (nm$^{-2}$) | $W$ | $t_{1/2}$ (days) |
|---|---|---|---|---|
| 10 | 25.1 | 14.4 | $9.5\times10^9$ | 1900 |
| 15 | 20.1 | 16.4 | $6.4\times10^7$ | 12.5 |
| 20 | 16.4 | 17.4 | $1.5\times10^6$ | 0.30 |

From 10 to 20 mM, $\ln W$ changes by $-8.73$. The height accounts for $-8.73$, the width for $-0.09$, and drag with position for $+0.09$; the last two nearly cancel in this comparison. The strong response of the height can be derived. At a maximum $\partial U/\partial h=0$, so a shift of $h_m$ does not change $U_m$ to first order, and since the repulsion prefactor does not depend on $\kappa$ at fixed $\zeta$,

$$\frac{dU_m}{d\kappa}=-h_m\frac{V_R(h_m)}{k_BT}\simeq-1.50\times42.0\simeq-63\ {\rm nm}.$$

The salt change raises $\kappa$ from 0.329 to $0.465\ {\rm nm^{-1}}$, which predicts a fall of about 8.6.

The near-contact form $U=Be^{-\kappa h}-C/h$ shows how height and curvature are linked. The condition $U'=0$ gives $\kappa Be^{-\kappa h_m}=C/h_m^2$, and substitution yields

$$U_m=\frac C{h_m}\,\frac{1-\kappa h_m}{\kappa h_m},\qquad
\lambda=\frac C{h_m^3}(2-\kappa h_m).$$

In this approximation the barrier sinks to zero height at $\kappa h_m=1$, while its curvature there is still $C/h_m^3$. Height can thus be lost while the curvature stays finite. At fixed $B$ and $C$ this form also gives $dU_m/d\ln\kappa=-C/h_m$, about $-26$ for the slurry inputs at 15 mM (the form puts the top at 1.57 nm with $U_m=15.0$, some 5 below the full curve, so it is a guide to trends only), while $-\tfrac12\ln\lambda$ changes at a rate of only about $-0.2$. Here added salt therefore acts chiefly through $U_m$.

These inputs are rough typical values for a dilute acidic alumina slurry, and the exponential makes the absolute lifetime uncertain. With the other inputs fixed, $\zeta=35$ or 45 mV gives $W=1.3\times10^4$ or $1.6\times10^{12}$. The weak-overlap repulsion is itself doubtful at $\kappa h_m\simeq0.6$: numerical Poisson–Boltzmann pressures between plates, converted to spheres as above, give $8.3\times10^4$ if the surfaces keep their potential and $2.0\times10^9$ if they keep their charge. Retardation with a 100 nm wavelength, which multiplies $V_A$ by $1-v\ln(1+1/v)$ with $v=5.32h/(100\ {\rm nm})$, gives $6.2\times10^9$. A hydration repulsion between plates of $3\ {\rm mJ/m^2}$ decaying over 0.5 nm gives $5.1\times10^9$. A Hamaker constant 10% larger gives $7.8\times10^6$, and use at 313 K with relative permittivity 73 gives $1.8\times10^6$. The calculation also assumes smooth, equal spheres, although the barrier lies at a gap of only 1.5 nm, and it places the zeta potential on the solid surface itself. Moving the repulsion outward by 0.1 or 0.25 nm per surface, as a slip plane standing off the solid would, gives $2.2\times10^9$ or about $10^{12}$. The 12.5 days is therefore a result for this model and these inputs, not a shelf-life prediction.

The polishing gap lies outside the theory altogether. At 1 m/s across a 20 µm film the shear rate is $\dot\gamma=5\times10^4\ {\rm s^{-1}}$, and the Péclet number $6\pi\eta a^3\dot\gamma/k_BT$ is about 25. It reaches one near $2\times10^3\ {\rm s^{-1}}$, so for the primary particles the Brownian rate requires flow well below that shear rate. It also requires a uniform number density. At a density of $3.97\ {\rm g/cm^3}$ these spheres settle about 1.6 mm per day, which is 2 cm in 12.5 days and some 3 m in 1900 days, so in an unstirred tank the longer half-times are overtaken by sedimentation.
